# The zero-momentum exchange term of empty bands and its 1/Nk error

## 1. Where the missing term comes from

A hybrid-functional or Hartree–Fock calculation on a periodic insulator evaluates the Fock exchange energy of a conduction state by summing over occupied states on a finite k-point mesh. Each contribution is minus the Coulomb energy of a pair density, the product of an occupied orbital and the empty orbital. At zero momentum transfer the Coulomb kernel $4\pi/Q^2$ diverges, while the pair density has no net charge because the orbitals are orthogonal. The summand is therefore of the form $0/0$. Setting it to zero looks harmless, but its limit is finite and depends on the direction of approach.

Hartree atomic units are used. The cell has volume $\Omega$, and the mesh has $N_k$ points and contains the wavevector $k$ of the empty state $c$. Occupied bands $v$ have the same spin as $c$ and are separated from the empty bands by a gap at every wavevector. The orbitals are held fixed as the mesh is refined, so the result concerns the exchange expectation value $X$, without self-consistent changes of the orbitals. In a hybrid with unscreened exchange, $X$ and the corrections below are multiplied by the exchange fraction; screened exchange is treated in Section 5.

## 2. The exchange sum in extended momentum space

Write $\psi_{nk}=N_k^{-1/2}e^{ik\cdot r}u_{nk}$, with $u_{nk}$ normalized over one cell. For an occupied state at $k-q$, the pair density is

$$\rho_v(r)=\psi^*_{v,k-q}\psi_{ck}=\frac{1}{N_k}e^{iq\cdot r}u^*_{v,k-q}(r)\,u_{ck}(r).$$

The product of the two $u$ functions is cell-periodic, so it has a Fourier series:

$$\rho_v(r)=\frac{1}{N_k\Omega}\sum_G M_v(q,G)e^{i(q+G)\cdot r},\qquad M_v(q,G)=\langle u_{v,k-q}|e^{-iG\cdot r}|u_{ck}\rangle .$$

The exchange energy is minus the Coulomb integral of $\rho_v^*$ with $\rho_v$. Integration over the crystal volume supplies a factor $N_k\Omega$, and the two densities supply $(N_k\Omega)^{-2}$. Hence

$$X=-\frac{1}{N_k\Omega}\sum_{q,G}\frac{4\pi}{|q+G|^2}\sum_v|M_v(q,G)|^2 .$$

In the periodic gauge $u_{n,k+G}=e^{-iG\cdot r}u_{nk}$, we have $u_{v,k-q-G}=e^{iG\cdot r}u_{v,k-q}$. Complex conjugation in the overlap gives $M_v(q,G)=\langle u_{v,k-q-G}|u_{ck}\rangle$. With $Q=q+G$ the double sum becomes a single one:

$$X=-\frac{1}{N_k\Omega}\sum_Q\frac{4\pi}{Q^2}F(Q),\qquad F(Q)=\sum_v|\langle u_{v,k-Q}|u_{ck}\rangle|^2=\langle u_{ck}|P_{k-Q}|u_{ck}\rangle . \tag{1}$$

Here $P$ projects on the occupied states. If $H_k=e^{-ik\cdot r}He^{ik\cdot r}$ is smooth in $k$, the gap makes $P$ smooth too, even where occupied bands cross. The function $F$ is then smooth over all $Q$, including zone boundaries. The point $Q=0$ is the single singular point of the summand; terms with $q=0$ and $G\ne0$ are ordinary and must be kept.

Let $X_N$ denote (1) without $Q=0$. Its infinite-mesh limit is

$$X_\infty=-\int\frac{d^3Q}{(2\pi)^3}\frac{4\pi}{Q^2}F(Q).$$

## 3. The k·p limit

Expand the Hamiltonian and the projector about $k$:

$$H_{k-Q}=H_k+\delta H+O(Q^2),\quad \delta H=-Q\cdot\nabla_kH_k,\qquad P_{k-Q}=P_0+P_1+O(Q^2).$$

The projector commutes with its Hamiltonian. At first order this gives $[H_k,P_1]+[\delta H,P_0]=0$. Take the matrix element between an occupied $v$ and the empty $c$, both eigenstates of $H_k$, and use $P_0|u_c\rangle=0$ and $\langle u_v|P_0=\langle u_v|$:

$$(E_v-E_c)\langle u_v|P_1|u_c\rangle-\langle u_v|\delta H|u_c\rangle=0 .$$

Substituting $\delta H$, the two minus signs cancel:

$$\langle u_v|P_1|u_c\rangle=Q\cdot d_v,\qquad d_v=\frac{\langle u_v|\nabla_kH_k|u_c\rangle}{E_c-E_v}. \tag{2}$$

The condition $P^2=P$ gives $P_1=P_0P_1+P_1P_0$ at first order. Acting on $u_c$, the last term vanishes, so $P_1|u_c\rangle$ lies entirely in the occupied space. Also $F=\langle u_c|P^2|u_c\rangle=\|P|u_c\rangle\|^2$. Therefore

$$F(Q)=\sum_v|Q\cdot d_v|^2+O(Q^3). \tag{3}$$

No denominator between two occupied states has appeared, so (3) also holds for degenerate valence bands. Dividing by $Q^2$, with $\hat Q=Q/|Q|$, gives

$$\lim_{Q\to0}\frac{4\pi F(Q)}{Q^2}=4\pi\sum_v|\hat Q\cdot d_v|^2 . \tag{4}$$

The pair density has no charge, but its long-wavelength Fourier component is linear in $Q$, as for a dipole. Two factors of $Q$ from the squared amplitude cancel the Coulomb divergence. What survives is the component of the dipole along $\hat Q$.

For $H_k=\tfrac12(p+k)^2+V(r)$ with a local potential, $\nabla_kH_k=p+k$. The number $k$ drops out between orthogonal states, leaving the momentum matrix element. With a nonlocal pseudopotential or a Fock operator in $H$, the full derivative $\nabla_kH_k$ is needed.

## 4. What the punctured sum omits

The limit (4) is bounded, so one missing mesh point suggests an error proportional to its volume. The coefficient needs care, because the summand is discontinuous at that point. Let

$$w=\frac{(2\pi)^3}{N_k\Omega}$$

be the volume per mesh point. A prime on a sum excludes the origin. Define

$$S_{ij}(\sigma)=\sum_Q{}'\frac{Q_iQ_j}{Q^2}e^{-\sigma Q^2},\qquad I_{ij}(\sigma)=\int d^3Q\,\frac{Q_iQ_j}{Q^2}e^{-\sigma Q^2}=\frac{\delta_{ij}}{3}\left(\frac{\pi}{\sigma}\right)^{3/2}.$$

Differentiation with respect to $\sigma$ removes the denominator:

$$-\frac{dS_{ij}}{d\sigma}=\sum_QQ_iQ_je^{-\sigma Q^2}.$$

The origin may now be included, since its term is zero. The summand is smooth, and Poisson summation turns the sum into one over the translation vectors $R$ of the Born–von Kármán supercell:

$$-\frac{dS_{ij}}{d\sigma}=\frac1w\sum_R\left(\frac{\pi}{\sigma}\right)^{3/2}\left[\frac{\delta_{ij}}{2\sigma}-\frac{R_iR_j}{4\sigma^2}\right]e^{-R^2/4\sigma}.$$

The $R=0$ term is $-(1/w)dI_{ij}/d\sigma$. All others are exponentially small when $\sigma\ll R_{\min}^2$, where $R_{\min}$ is the shortest nonzero $|R|$. Hence $S_{ij}-I_{ij}/w$ tends to a constant as $\sigma\to0$, which we call $-W_{ij}$:

$$S_{ij}(\sigma)-\frac{I_{ij}(\sigma)}{w}=-W_{ij}+\text{exponentially small terms}. \tag{5}$$

Scaling all mesh vectors by $\lambda$ and $\sigma$ by $\lambda^{-2}$ leaves the left side unchanged. Thus $W$ depends on the shape of the mesh, not on its fineness.

Its trace follows from

$$\sum_iS_{ii}=\sum_Q{}'e^{-\sigma Q^2}=\frac1w\left(\frac{\pi}{\sigma}\right)^{3/2}-1+\cdots,$$

where $-1$ is the excluded origin. Since $\sum_iI_{ii}=(\pi/\sigma)^{3/2}$, we find $\operatorname{tr}W=1$. If the mesh lattice has cubic symmetry, $W$ must be isotropic, so $W_{ij}=\delta_{ij}/3$. This is the spherical average of $\hat Q_i\hat Q_j$. For other meshes the average is in general not sufficient.

## 5. The full error and its next order

To apply (5) to $F$, choose a fixed $\alpha>0$ and expand $e^{\alpha Q^2}F(Q)$ in homogeneous polynomials $P_n(Q)$ of degree $n$. Then

$$F(Q)=e^{-\alpha Q^2}\left[P_2+P_3+P_4+P_5\right]+r(Q),\qquad P_2=\sum_v|Q\cdot d_v|^2,$$

with $r=O(Q^6)$ near the origin. The four kinds of term behave as follows.

- **Degree two.** By (5), the primed sum of $e^{-\alpha Q^2}P_2/Q^2$ differs from $1/w$ times its integral by $-\sum_vd_v^*\cdot W\cdot d_v$.
- **Odd degrees.** Terms at $Q$ and $-Q$ cancel in the sum and in the integral.
- **Degree four.** The derivation of (5) applies with $P_4$ in place of $Q_iQ_j$. The constant now scales as the square of the mesh spacing, thus as $N_k^{-2/3}$.
- **Remainder.** Near the origin $r/Q^2=O(Q^4)$, and its sixth derivatives are $O(Q^{-2})$, which is integrable in three dimensions. If $F$ and its derivatives decay sufficiently fast at large $Q$, the Fourier transform of $r/Q^2$ falls at least as $R^{-6}$. Poisson summation then bounds its contribution to the energy error by $O(N_k^{-2})$.

Multiplication by $-4\pi/(N_k\Omega)$, together with $1/(N_k\Omega w)=1/(2\pi)^3$, gives

$$X_N-X_\infty=\frac{4\pi}{\Omega N_k}\sum_vd_v^*\cdot W\cdot d_v+O(N_k^{-5/3}). \tag{6}$$

For a cubic mesh,

$$X_N-X_\infty=\frac{4\pi}{3\Omega N_k}\sum_v|d_v|^2+O(N_k^{-5/3}). \tag{7}$$

Omission removes a negative contribution, so on a cubic mesh the leading error places the conduction state too high. If every $d_v$ vanishes, the $1/N_k$ term is absent.

### A screened kernel

The short-range kernel $4\pi(1-e^{-Q^2/4\omega^2})/Q^2$ is smooth and tends to $\pi/\omega^2$ at $Q=0$. Its product with $F$ is smooth and vanishes there, since $F(0)=0$. Omitting the point then costs nothing, and the $1/N_k$ term disappears. The complementary long-range kernel $4\pi e^{-Q^2/4\omega^2}/Q^2$ carries the whole coefficient in (6). This separation is useful when the mesh resolves both $F$ and the short-range kernel. In real space the short-range interaction is $\operatorname{erfc}(\omega r)/r$. At the shortest supercell translation of a cubic mesh, $r=2\pi/h$ with $h$ the mesh spacing, it is suppressed roughly as $e^{-(2\pi\omega/h)^2}$. The energy error carries a prefactor as well. A quadratic $F$ applies two derivatives to the interaction, and $\nabla^2[\operatorname{erfc}(\omega r)/r]=(4\omega^3/\sqrt\pi)\,e^{-\omega^2r^2}$ for $r\ne0$. The six nearest translations, at $L=2\pi/h$, then give an error of about $(6/\pi^{3/2})(\omega L)^3e^{-(\omega L)^2}$ times the leading term of (7). This fraction is negligible at $h=\omega$, below 1% at $h=2\omega$ and roughly 12% at $h=3\omega$; on still coarser meshes the screened error approaches the unscreened one.

## 6. Implementation

1. Compute $d_v$ from (2) for all occupied bands at the wavevector of $c$, using the Hamiltonian that generated the orbitals. Alternatively, evaluate $F(Q)/Q^2$ at small $Q$ along each of the three principal axes of $W$ and add the three values, each multiplied by the corresponding eigenvalue of $W$. This gives $\sum_vd_v^*\cdot W\cdot d_v$ directly, but needs occupied states at wavevectors off the mesh.

2. Compute $W$ once for each mesh shape from (5):

$$W_{ij}=\frac{\delta_{ij}}{3w}\left(\frac{\pi}{\sigma}\right)^{3/2}-\sum_Q{}'\frac{Q_iQ_j}{Q^2}e^{-\sigma Q^2}. \tag{8}$$

For an orthogonal mesh with largest spacing $h$, $R_{\min}=2\pi/h$. The choice $\sigma h^2=0.3$ makes the leading neglected exponential $e^{-\pi^2/0.3}$, with exponent about $-33$.

3. Add to $X_N$ the correction

$$\Delta X=-\frac{4\pi}{\Omega N_k}\sum_vd_v^*\cdot W\cdot d_v . \tag{9}$$

This is the same as assigning the value $4\pi\sum_vd_v^*\cdot W\cdot d_v$ to the summand $4\pi F/Q^2$ at $Q=0$.

Equation (9) is for empty states. For an occupied state $F(0)=1$, and the $1/Q^2$ divergence itself must be treated. In a metal the projector is discontinuous across the Fermi surface, so the expansion of Section 5 fails. Equation (9) also assumes the bare kernel $4\pi/Q^2$ at every nonzero mesh point. If the Coulomb interaction is truncated in real space, as in $4\pi(1-\cos QR_c)/Q^2$ with $R_c$ of the size of the supercell, the kernel is finite and smooth at $Q=0$, the $1/N_k$ term is absent, and adding (9) would introduce an error of that order. If the occupied mesh is offset so that it does not contain $k$, no $Q=0$ term has been omitted and (9) must not be added. Such a mesh can still have a $1/N_k$ error of its own, because the summand is discontinuous at the origin; its coefficient depends on the offset and is not given by (9).

## 7. A model with one occupied band

Consider a simple cubic cell and the potential

$$V(r)=-V_0\sum_{i=x,y,z}\cos(2\pi x_i/a),\qquad a=6\ \text{bohr},\quad V_0=0.3\ \text{hartree}.$$

These are model parameters and represent no particular material. One band per spin is occupied. The orbitals are products of one-dimensional Bloch functions, and the gap is 0.209 hartree. The conduction minimum is at $(\pi/a,0,0)$, where the empty state has the second one-dimensional band along $x$ and the lowest along $y$ and $z$. The occupied state at this wavevector has the same factors along $y$ and $z$, but its factor along $x$ is orthogonal to that of the empty state. The $y$ and $z$ components of the momentum matrix element contain this vanishing $x$ overlap, so the dipole points along $x$:

$$|d|=\frac{|p_{vc}|}{E_c-E_v}=\frac{0.5424}{0.2945}=1.842\ \text{bohr}.$$

The limit (4) is $4\pi|d|^2=42.62$ bohr² along [100], 21.31 along [110], 14.21 along [111] and zero along [010]. Direct overlaps at $Q=0.001$ bohr⁻¹ confirm these values. With $\Omega=216$ bohr³, (7) predicts

$$N_k(X_N-X_\infty)\to\frac{42.62}{3\times216}=0.0658\ \text{hartree}=1.79\ \text{eV}.$$

Extrapolating the explicit mesh sums also gives 0.0658 hartree. The reference $X_\infty=-0.08681$ hartree ($-2.362$ eV) was obtained by evaluating the continuous integral separately.

| $N$ ($N_k=N^3$) | Error, meV | After (9), meV |
|---:|---:|---:|
| 4 | 39.44 | 11.47 |
| 8 | 3.78 | 0.287 |
| 12 | 1.07 | 0.035 |
| 16 | 0.445 | 0.008 |

Both columns are relative to $X_\infty$. At $N=8$ the correction is $1790/512=3.50$ meV and leaves 7.6% of the error. Between $N=12$ and $N=16$, the uncorrected error falls as $N^{-3.05}$ and the corrected one as $N^{-5.04}$, close to the asymptotic powers 3 and 5. Inserting the [100] limit instead of the average subtracts three times as much, 10.49 meV at $N=8$. The error becomes $-6.71$ meV, larger in magnitude than with no correction.

### Why the coarsest mesh is outside the asymptotic regime

Near the zone boundary, keep the two plane waves with wavevectors $\pm G/2-Q_x$ along $x$, where $G=2\pi/a$. Apart from a common energy, their Hamiltonian has diagonal entries $\mp GQ_x/2$ and coupling $-V_0/2$. The mixing angle changes from its value at $Q_x=0$ by $\theta$, with $\tan\theta=s=GQ_x/V_0$. The squared overlap of the lower state at $Q_x$ with the upper state at $Q_x=0$ is

$$F_x=\sin^2\frac\theta2=\frac12\left[1-\frac{1}{\sqrt{1+s^2}}\right]=\frac{s^2}{4}-\frac{3s^4}{16}+\cdots .$$

The first term gives $|d|=G/(2V_0)=1.75$ bohr, near the full value of 1.84 bohr. The second is smaller than the first by a factor $3s^2/4$. At the first mesh point, $Q_x=G/N$, this factor is 0.63 for $N=4$ but 0.04 for $N=16$. The leading k·p term therefore describes the neighbourhood of the origin poorly on the coarsest mesh.

In this approximation the coefficient of $1/N_k$ is $\pi G^2/(3\Omega V_0^2)$. It grows as the vertical energy difference $V_0$ decreases, but the mesh spacing must then also satisfy $h\ll V_0/G$ before (7) applies. This limit can be followed only while the three-dimensional model retains its gap.

### Shape, symmetry and nonlocality

An $N\times N\times2N$ mesh has $W_{xx}=W_{yy}=0.719$ and $W_{zz}=-0.438$. The exchange sums for the $x$-directed dipole extrapolate to $W_{xx}=0.719$. For a $2N\times N\times N$ mesh, both routes give $W_{xx}=-0.438$. The sign is negative: omission now places this conduction state too low. Adding the spherical average would change the leading coefficient from $-0.438$ to $-0.771$, in units of $4\pi|d|^2/(\Omega N_k)$, and so increase the error.

At the general wavevector $(0.45,0.10,0.20)G$, $F(Q)$ and $F(-Q)$ differ, so odd terms are present. The corrected error nevertheless falls as $N^{-5.01}$, consistent with their cancellation in the sum.

A dipole-forbidden control is the state at $(\pi/a,\pi/a,0)$ with the second band along both $x$ and $y$. Each of these factors vanishes linearly, so $F\propto Q_x^2Q_y^2$ at leading order. Its uncorrected error is 0.053 meV at $N=8$ and falls as $N^{-5.06}$: the $1/N_k$ term is absent.

Finally, a nonlocal term was added to the one-dimensional Hamiltonian. The overlap and $\nabla_kH_k$ both give $|d|=1.189$ bohr, whereas $p$ alone gives 0.884 bohr. Because (9) contains $|d|^2$, using $p$ would supply $(0.884/1.189)^2=55\%$ of the required correction in this case. The numerical output gives further digits for these comparisons.

## Calculated quantities

```
lattice constant a = 6.0 bohr, V0 = 0.3 hartree
cell volume = 216.0 bohr^3
fundamental gap = 0.20905 hartree
conduction minimum: kx = 0.52360 1/bohr, ky = kz = 0
momentum matrix element |p_vc| = 0.54242 a.u.
vertical energy difference = 0.29452 hartree
k.p transition dipole |d| = 1.84173 bohr
4 pi F/Q^2 at Q = 0.001/bohr along [100]: 42.6245 bohr^2; k.p limit 42.6249
4 pi F/Q^2 at Q = 0.001/bohr along [110]: 21.3124 bohr^2; k.p limit 21.3125
4 pi F/Q^2 at Q = 0.001/bohr along [111]: 14.2083 bohr^2; k.p limit 14.2083
4 pi F/Q^2 at Q = 0.001/bohr along [010]: 0.0000 bohr^2; k.p limit 0.0000
nonlocal test, |d| from overlap = 1.18888 bohr
nonlocal test, |d| from dH/dk = 1.18888 bohr, from p alone = 0.88400 bohr
infinite-mesh exchange energy = -0.0868074 hartree = -2.36215 eV
predicted Nk*error, cubic = 0.065779 hartree = 1.78994 eV
Nk*error extrapolated from meshes = 0.065828 hartree
N =  4, Nk =   64: X_N = -0.0853581 hartree, error = 39.43831 meV, corrected = 11.47043 meV
N =  8, Nk =  512: X_N = -0.0866684 hartree, error = 3.78251 meV, corrected = 0.28653 meV
N = 12, Nk = 1728: X_N = -0.0867681 hartree, error = 1.07104 meV, corrected = 0.03520 meV
N = 16, Nk = 4096: X_N = -0.0867911 hartree, error = 0.44525 meV, corrected = 0.00825 meV
decay power in N (12 to 16): raw 3.051, corrected 5.043
N = 8, using only the [100] limit: error = -6.70544 meV
general k/G = (0.45, 0.10, 0.20): Nk*error predicted 0.061254, measured 0.061247 hartree
general k: corrected decay power in N = 5.013
dipole-forbidden state: error at N = 8 is 0.05262 meV, decay power 5.055
mesh ratio (1, 1, 2): W_xx = 0.71878, W_yy = 0.71878, W_zz = -0.43757; W_xx from exchange = 0.71925
mesh ratio (2, 1, 1): W_xx = -0.43757, W_yy = 0.71878, W_zz = 0.71878; W_xx from exchange = -0.43754
```
